\section*{The Nucleation Theorem for Electrodeposition and the Size of the Critical Nucleus}

\section{The difficulty}

The first clusters of a metal deposit are small and short-lived, which makes them hard to count atom by atom during plating. One might try to calculate their size from the surface energy of the bulk metal. For a free silver sphere with a rough surface energy of $1.2\ \mathrm{J/m^2}$, at an overpotential of 150 mV, this gives a critical nucleus of about 1200 atoms and a barrier of about 90 eV. With a thermal energy near 0.026 eV, no such nucleus would form. The substrate must lower the barrier greatly, but by an amount that depends on unknown contact energies, defects and cluster shapes.

The nucleation theorem avoids these unknowns. It obtains the critical size from the way the nucleation rate changes with potential, without a model of shape or surface energy. Its short form neglects the potential dependence of the prefactor, and the size of that neglect can be derived.

\section{Setting and assumptions}

A metal M is deposited by
\begin{equation}
\mathrm{M}^{z+}+z\,\mathrm{e}^-\rightarrow \mathrm{M}.
\end{equation}
Let $E$ be the electrode potential, $E_{\rm eq}$ its value at equilibrium with the bulk metal, and $\eta=E_{\rm eq}-E$ the cathodic overpotential, positive during deposition. The elementary charge is $e>0$.

\textbf{Free energy per atom.} Let $\phi_m$ and $\phi_s$ be the electric potentials of metal and solution. The ion has electrochemical potential $\mu_{\rm ion}+ze\phi_s$, and each electron has $\mu_e-e\phi_m$. Forming one atom of bulk metal changes the free energy by
\begin{align}
\Delta\mu&=\mu_{\rm M}-(\mu_{\rm ion}+ze\phi_s)-z(\mu_e-e\phi_m)\nonumber\\
&=(\mu_{\rm M}-\mu_{\rm ion}-z\mu_e)+ze(\phi_m-\phi_s).
\end{align}
At fixed temperature and composition the first bracket is constant, and $E$ differs from $\phi_m-\phi_s$ by a constant. Since $\Delta\mu=0$ at $E=E_{\rm eq}$,
\begin{equation}
\Delta\mu=ze(E-E_{\rm eq})=-ze\eta .
\end{equation}
A cluster of $n$ atoms also carries an excess energy $\Phi(n)$, which contains everything that distinguishes it from $n$ atoms of bulk metal: surface, edges, strain and contact with the substrate. Its free energy of formation is
\begin{equation}
G(n,\eta)=\Phi(n)-nze\eta,\qquad \Phi(0)=0. \label{G}
\end{equation}

The assumptions are:
\begin{enumerate}
\item Temperature $T$ and the ion activity at the electrode are fixed; $\eta$ is varied through $E$.
\item $\Phi(n)$ does not depend on $\eta$.
\item $G$ has a single maximum at $n^*$, the critical size, with $\Phi''(n^*)<0$. Here $n$ is treated as continuous.
\item Nucleation is steady, with rate per area $J=A\exp(-G^*/kT)$, where $G^*=G(n^*,\eta)$ and $k$ is Boltzmann's constant.
\end{enumerate}

\section{The theorem}

\textbf{Lemma 1.} Under assumptions 1 to 3,
\begin{equation}
\frac{dG^*}{d\eta}=-ze\,n^*. \label{lemma1}
\end{equation}

\textit{Proof.} At the maximum $\partial G/\partial n=0$, so
\begin{equation}
\Phi'(n^*)=ze\eta. \label{crit}
\end{equation}
The critical size moves with $\eta$, and the chain rule gives
\begin{equation}
\frac{dG^*}{d\eta}=\left.\frac{\partial G}{\partial\eta}\right|_{n^*}
+\left.\frac{\partial G}{\partial n}\right|_{n^*}\frac{dn^*}{d\eta}.
\end{equation}
The second term vanishes because the slope of $G$ is zero at its top. The first is $-ze\,n^*$ by (\ref{G}). $\square$

\textbf{Theorem.} Under assumptions 1 to 4,
\begin{equation}
\frac{d\ln J}{d\eta}=\frac{ze}{kT}\,n^*+\frac{d\ln A}{d\eta}. \label{theorem}
\end{equation}
If the last term is neglected,
\begin{equation}
n^*\simeq\frac{kT}{ze}\frac{d\ln J}{d\eta}
=\frac{2.303\,kT}{ze}\frac{d\log_{10}J}{d\eta}. \label{short}
\end{equation}

\textit{Proof.} Take the logarithm, $\ln J=\ln A-G^*/kT$, and differentiate at fixed $T$. Lemma 1 turns $-(1/kT)\,dG^*/d\eta$ into $+ze\,n^*/kT$. The factor in the second form of (\ref{short}) comes from $\ln J=\ln 10\,\log_{10}J$. $\square$

\textbf{Remark 1: curvature of the plot.} Differentiating (\ref{crit}) gives $\Phi''(n^*)\,dn^*/d\eta=ze$. Since $\Phi''(n^*)<0$, the critical size falls as $\eta$ rises. With the prefactor term neglected, the plot of $\ln J$ against $\eta$ is therefore concave: it rises, but ever less steeply.

\textbf{Remark 2: what the slope does not give.} The theorem gives the size at the barrier top, not the barrier height. If $\Phi$ is smooth, however, (\ref{crit}) shows that each pair $(n^*,\eta)$ also gives the slope $\Phi'(n^*)=ze\eta$ of the excess energy. For whole atoms it gives only bounds: $\Phi(n^*+1)-\Phi(n^*)\le ze\eta\le\Phi(n^*)-\Phi(n^*-1)$.

\section{The prefactor from kinetics}

To find what has been neglected, let clusters grow and shrink by single atoms. Let $c_n$ be the steady number of $n$-clusters per area, $f_n$ the attachment frequency for $n\to n+1$, and $b_{n+1}$ the detachment frequency for the reverse step. Empty sites count as $n=0$, with $c_0=N_0$ fixed. Clusters reaching a large size $M$ are counted as grown, so $c_M=0$.

\textbf{Lemma 2.} With $N_n=N_0\exp[-G(n)/kT]$,
\begin{equation}
\frac1J=\sum_{n=0}^{M-1}\frac{1}{f_nN_n}. \label{sum}
\end{equation}

\textit{Proof.} In the steady state the same net flux passes every size:
\begin{equation}
J=f_nc_n-b_{n+1}c_{n+1}.
\end{equation}
Detailed balance requires $f_nN_n=b_{n+1}N_{n+1}$. Eliminating $b_{n+1}$,
\begin{equation}
\frac{J}{f_nN_n}=\frac{c_n}{N_n}-\frac{c_{n+1}}{N_{n+1}}.
\end{equation}
On summing from $0$ to $M-1$ the intermediate terms cancel, leaving $c_0/N_0-c_M/N_M=1$. $\square$

Let attachment be a charge transfer with the same coefficient $\alpha$ for every size:
\begin{equation}
f_n=k_n\exp(\alpha ze\eta/kT),
\end{equation}
where $k_n$ is independent of $\eta$.

\textbf{Proposition.} For this chain, with $\Phi$ and $N_0$ independent of $\eta$,
\begin{equation}
n_{\rm app}\equiv\frac{kT}{ze}\frac{d\ln J}{d\eta}=\langle n\rangle+\alpha,
\qquad
\langle n\rangle=\frac{\sum_n n\,w_n}{\sum_n w_n},\quad w_n=\frac1{f_nN_n}. \label{mean}
\end{equation}

\textit{Proof.} Inserting $f_n$ and $N_n$,
\begin{equation}
w_n=\frac{1}{N_0k_n}\exp\left[\frac{\Phi(n)-(n+\alpha)ze\eta}{kT}\right],
\end{equation}
so $dw_n/d\eta=-(n+\alpha)(ze/kT)w_n$. Since $\ln J=-\ln\sum_n w_n$,
\begin{equation}
\frac{d\ln J}{d\eta}=\frac{ze}{kT}\,\frac{\sum_n(n+\alpha)w_n}{\sum_n w_n}. \qquad\square
\end{equation}

The weights contain $\exp[+G(n)/kT]$ and are largest near the barrier top, where the equilibrium numbers $N_n$ are smallest. Hence $\langle n\rangle\simeq n^*$ for a single barrier if the weights, including their factor $1/k_n$, fall off nearly symmetrically on both sides of $n^*$. In that case the short form (\ref{short}) returns about $n^*+\alpha$. The extra $\alpha$ belongs to the transition state of the next attachment. It is a small relative error when $n^*\gg\alpha$, but not for a nucleus of one or two atoms.

\textbf{Remark 3: no barrier left.} At large $\eta$, $G(n)$ may fall steeply from $n=0$ onwards. The term $n=0$ then dominates the sum, $\langle n\rangle\to0$ and $n_{\rm app}\to\alpha$. The slope now describes the first discharge on an empty site.

\textbf{Remark 4: integer sizes.} For whole atoms the barrier is $\max_n[\Phi(n)-nze\eta]$. While one integer $n$ holds the maximum, the barrier has constant slope $-zen$. If that size also dominates the weights $w_n$, $\ln J$ has a nearly straight segment; if the barrier top is several atoms wide, the slope of $\ln J$ changes smoothly instead. Take $z=1$ and the irregular model energies $\Phi(n)=0.40+0.15n$ eV for $1\le n\le7$ and $1.45+0.05(n-7)$ eV for $n>7$, except that $\Phi(2)=0.90$ eV and $\Phi(7)=1.65$ eV. Sizes 2 and 7 have equal free energies when
\begin{equation}
0.90-2\eta=1.65-7\eta,\qquad \eta=0.150\ \mathrm V .
\end{equation}
With $\alpha=0.5$ at 298.15 K, numerical solution of the steady chain gives $n_{\rm app}=7.50$ at 110 mV and $2.50$ at 190 mV. Subtracting $\alpha$ returns 7 and 2, with no capillary law. Near 150 mV both sizes have weight and $\langle n\rangle$ lies between them; an intermediate value there is an average over two barriers, not the size of a real critical nucleus.

\section{The capillary case}

Let $\Phi(n)=Bn^{2/3}$, as for compact clusters of fixed shape, with $B$ an effective energy that includes the help of the substrate. Condition (\ref{crit}) becomes
\begin{equation}
\tfrac23B\,n^{*-1/3}=ze\eta
\quad\Rightarrow\quad
n^*=\left(\frac{2B}{3ze\eta}\right)^3. \label{cap}
\end{equation}
The same condition gives $Bn^{*2/3}=\tfrac32n^*ze\eta$, hence
\begin{equation}
G^*=\tfrac32n^*ze\eta-n^*ze\eta=\tfrac12n^*ze\eta .
\end{equation}

\textbf{The prefactor near the barrier top.} Near the top, $G\simeq G^*-\tfrac12\kappa(n-n^*)^2$, with
\begin{equation}
\kappa=-\Phi''(n^*)=\tfrac29B\,n^{*-4/3}.
\end{equation}
If the top is several atoms wide, the sum (\ref{sum}) may be replaced by an integral, with $f_n$ set to its value $f^*$ at $n^*$:
\begin{equation}
\frac1J\simeq\frac{e^{G^*/kT}}{N_0f^*}\int_{-\infty}^{\infty}e^{-\kappa x^2/2kT}dx
=\frac{e^{G^*/kT}}{N_0f^*Z},\qquad Z=\sqrt{\frac{\kappa}{2\pi kT}}.
\end{equation}
Thus $A=N_0f^*Z$, where $Z$ is the Zeldovich factor. It varies as $\kappa^{1/2}\propto n^{*-2/3}$. If attachment is proportional to surface area, $k_n=k_0n^{2/3}$ for $n\ge1$, the two powers of $n^*$ cancel and $A\propto\exp(\alpha ze\eta/kT)$. To this order $d\ln A/d\eta=\alpha ze/kT$. Other attachment laws leave a further term. If $k_n$ does not depend on $n$, then $A\propto n^{*-2/3}\exp(\alpha ze\eta/kT)$, and since $n^{*-2/3}\propto\eta^2$ the apparent size gains $2kT/(ze\eta)$, or 0.34 atom at 150 mV for $z=1$.

\textbf{Finite window.} A measured slope covers an interval from $\eta_1$ to $\eta_2$. Integrating $n_{\rm app}=n^*+\alpha$ over it shows that the slope between end points gives the average of $n^*$ plus $\alpha$. From (\ref{cap}),
\begin{equation}
\overline{n^*}=\frac{1}{\eta_2-\eta_1}\int_{\eta_1}^{\eta_2}n^*\,d\eta
=\left(\frac{2B}{3ze}\right)^3\frac{\eta_1^{-2}-\eta_2^{-2}}{2(\eta_2-\eta_1)}. \label{window}
\end{equation}

\section{Worked example: a model with silver-like parameters}

Take $z=1$, $T=298.15$ K, $B=0.50$ eV and $\alpha=0.5$. The frequency scale $k_0=10^3\ \mathrm{s^{-1}}$ (also used for $n=0$) and $N_0=10^{13}\ \mathrm{cm^{-2}}$ are round values; as constant factors in $J$ they do not affect its logarithmic slope. Solving the steady chain with $M=150$ gives:

\begin{center}
\begin{tabular}{cccc}
$\eta$ (mV) & $J$ (cm$^{-2}$s$^{-1}$) & $\log_{10}J$ & $n^*$ from (\ref{cap})\\
140 & $1.35\times10^{1}$ & 1.130 & 13.5\\
145 & $1.80\times10^{2}$ & 2.254 & 12.1\\
150 & $1.87\times10^{3}$ & 3.272 & 11.0\\
155 & $1.58\times10^{4}$ & 4.198 & 9.9\\
160 & $1.10\times10^{5}$ & 5.041 & 9.0
\end{tabular}
\end{center}

A straight line through the five values of $\log_{10}J$ has slope $195.3\ \mathrm{V^{-1}}$, about two decades per 10 mV. With $2.303\,kT/e=59.16$ mV, the short form gives
\begin{equation}
n_{\rm app}=0.05916\ \mathrm V\times195.3\ \mathrm{V^{-1}}\simeq11.6 .
\end{equation}
The critical size at the centre of the window is
\begin{equation}
n^*=\left(\frac{2\times0.50}{3\times0.150}\right)^3=10.97 .
\end{equation}
The short form is therefore too high by 0.6 atom, or 5\% of $n^*$. Of this, 0.5 is $\alpha$. The other 0.1 comes from the window: (\ref{window}) gives an average of 11.07, slightly above the central value because $n^*(\eta)$ is convex. The local slope at 150 mV, less $\alpha$, gives 10.97, in agreement with (\ref{cap}). This agreement comes from a cancellation, not from symmetric weights: the factor $1/k_n$ moves their peak down to about 10.6, and the longer tail of the barrier towards large $n$ moves their mean back up to $n^*$. With $k_n$ independent of $n$ the mean would be 11.32.

The barrier is $G^*=\tfrac12\times10.97\times0.150=0.823$ eV, or $32\,kT$. The Zeldovich factor is 0.168, so the standard deviation of the weights is about $1/(\sqrt{2\pi}\,Z)=2.4$ atoms, wide enough to justify the integral here. The formula $N_0f^*Ze^{-G^*/kT}$ exceeds the rate from the full chain by 0.45\%.

\section{Where the assumptions fail}

\textbf{Surface charge.} If $\Phi$ depends on $\eta$, the term $\partial G/\partial\eta$ in Lemma 1 gains $\partial\Phi/\partial\eta$ at fixed $n$. Approximate the metal--solution surface by the Lippmann relation $d\gamma/dE=-q$, where $\gamma$ is the surface energy and $q$ the metal's surface charge density. Since $d\eta=-dE$, $d\gamma/d\eta=+q$. For a nucleus of exposed area $A^*$,
\begin{equation}
\frac{dG^*}{d\eta}=-zen^*+qA^*
\quad\Rightarrow\quad
n_{\rm app}\simeq n^*+\alpha-\frac{qA^*}{ze}. \label{charge}
\end{equation}
The slope counts electrons supplied, and a positively charged surface holds fewer electrons than $z$ per atom.

For a hemisphere of 10.97 silver atoms, each of volume $0.01708\ \mathrm{nm^3}$, the curved area is $1.26\ \mathrm{nm^2}$. A rough charge density of $20\ \mathrm{\mu C/cm^2}=0.20\ \mathrm{C/m^2}$ gives
\begin{equation}
\frac{qA^*}{e}=\frac{0.20\times1.26\times10^{-18}}{1.602\times10^{-19}}\simeq1.57 .
\end{equation}
Equation (\ref{charge}) then predicts $10.97+0.50-1.57=9.90$; the full chain with this potential-dependent energy gives 9.91. The correction exceeds $\alpha$ and has the opposite sign; for negative $q$ it would add to $\alpha$. The estimate omits the charge of the substrate area that the nucleus covers. The base of a hemisphere has half its curved area, so an equally charged substrate would halve the correction. The hemisphere is only an illustration: a flatter cap of the same volume has a larger curved area and a base closer to it in size, so the correction depends strongly on both the cluster shape and the substrate charge. Nor does the hemisphere match the chosen $B$. For a spherical cap of contact angle $\theta$, with $\Phi=\gamma(A_{\rm curved}-\cos\theta\,A_{\rm base})$ and $\gamma=1.2\ \mathrm{J/m^2}$, a hemisphere has $B=1.91$ eV. The value $B=0.50$ eV requires $\theta\simeq27^\circ$, that is strong wetting, and a cap of 10.97 atoms only 0.19 nm high, less than one atomic diameter. That cap would give $qA^*/e\simeq2.5$, or about 0.14 on an equally charged substrate.

\textbf{Active sites.} If the number of active sites depends on potential, $N_0$ adds $(kT/ze)\,d\ln N_0/d\eta$ to the apparent size. A doubling across the 20 mV window, with $\ln N_0$ rising linearly in $\eta$, adds
\begin{equation}
\frac{25.69\ \mathrm{mV}\times\ln2}{20\ \mathrm{mV}}=0.89\ \text{atom}.
\end{equation}

\textbf{Steady state.} For the example at 150 mV the slowest relaxation time of the chain is $67\ \mathrm{\mu s}$. Clusters are counted later still, because they must first grow from the critical size to the size at which they are detected. Rates must be taken over times much longer than both the relaxation time and this growth delay, but short enough that growing clusters have not yet depleted the ions near free sites, which would break assumption 1. In this chain all frequencies scale with $k_0$, so a tenfold smaller $k_0$ makes both times tenfold longer.

\textbf{The real case.} The charge number and atomic volume are those of silver, but $B=0.50$ eV is a model choice, not fitted to any measured system; the free sphere of the opening section has $B=2.40$ eV. Between 100 and 200 mV the model's $n^*$ falls from 37 to 4.6 and its rate rises by about 24 decades, so only a narrow window gives a countable rate. The size of 11 atoms is therefore not a prediction for silver on carbon or any other real substrate. For about ten atoms neither a smooth surface nor a bulk surface energy can be taken literally, but Lemma 1 needs neither. Real electrodes can break the assumptions of potential-independent excess energy and site number. For the values used here, these shift the apparent size by about $-1.6$ and $+0.9$ atoms, against $+0.5$ from charge transfer. With these values, a slope that gives 11.6 corresponds to a nucleus of about ten to thirteen atoms, depending on which of the two effects is present, and about fourteen if the flat cap replaces the hemisphere in the charge term. Other charges, cluster shapes or site numbers would change this range, so the size is not known to a tenth of an atom. The main computed values are collected in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Temperature: 298.15 K
Charge number z: 1
Thermal voltage kT/e: 25.693 mV
ln(10) kT/(z e): 59.16 mV
Excess-energy coefficient B: 0.50 eV
Transfer coefficient alpha: 0.50
Attachment scale at eta=0: 1.0e+03 1/s
Site density: 1.0e+13 1/cm2
eta 140 mV: J = 1.348e+01 1/(cm2 s), log10 J = 1.130, n* = 13.50
eta 145 mV: J = 1.796e+02 1/(cm2 s), log10 J = 2.254, n* = 12.15
eta 150 mV: J = 1.872e+03 1/(cm2 s), log10 J = 3.272, n* = 10.97
eta 155 mV: J = 1.576e+04 1/(cm2 s), log10 J = 4.198, n* = 9.95
eta 160 mV: J = 1.100e+05 1/(cm2 s), log10 J = 5.041, n* = 9.04
Fitted slope of log10 J: 195.3 1/V
Slope in decades per 10 mV: 1.95
Apparent size from fit: 11.56 atoms
Apparent size from end points: 11.57 atoms
Window average of n*: 11.07 atoms
Apparent size, local slope at 150 mV: 11.472 atoms
Local size minus alpha: 10.972 atoms
True n* at 150 mV: 10.974 atoms
Barrier at 150 mV: 0.823 eV = 32.0 kT
Zeldovich factor at 150 mV: 0.168
Attachment frequency at n*: 9.15e+04 1/s
Barrier-top rate / full rate: 1.0045
Irregular clusters, 110 mV: top at 7, apparent size 7.495
Irregular clusters, 190 mV: top at 2, apparent size 2.498
Surface charge density (rough): 20 uC/cm2
Silver atomic volume: 0.01708 nm3
Area of hemispherical nucleus: 1.26 nm2
Charge on nucleus surface: 1.57 e
Apparent size with surface charge: 9.91 atoms
Error if sites double over window: 0.89 atoms
Slowest relaxation time at 150 mV: 67 us
Surface energy of silver (rough): 1.2 J/m2
Free sphere: coefficient B = 2.40 eV
Free sphere at 150 mV: n* = 1216 atoms
Free sphere at 150 mV: barrier = 91 eV
\end{verbatim}
